# Telling first-order from second-order hydrogen desorption by matched isothermal decays

**Question**

A hydrogen-covered silicon surface is held at constant temperature in vacuum, and its coverage $\theta$ is followed in time. Coverage is counted in monolayers (ML), meaning hydrogen atoms per surface silicon atom. Two rate laws are proposed:

$$\frac{d\theta}{dt}=-k_1\theta\quad\text{(first order)},\qquad \frac{d\theta}{dt}=-k_2\theta^2\quad\text{(second order)}.$$

Each $k$ describes the loss of atoms, so any factor of two from the formation of H$_2$ is already inside it. No hydrogen arrives from the gas. Both curves start at $\theta_0$ and both pass through $\theta_0/2$ at the same time $t_h$.

**(a) Solve both laws and express $k_1$ and $k_2$ through $\theta_0$ and $t_h$. Write the gap between the curves, as a fraction of $\theta_0$, in terms of $x=t/t_h$.**

*Answer.* Separating the variables and integrating from $\theta_0$ at $t=0$ gives

$$\int_{\theta_0}^{\theta}\frac{d\theta'}{\theta'}=-k_1t\;\Rightarrow\;\theta_1=\theta_0e^{-k_1t},$$

$$\int_{\theta_0}^{\theta}\frac{d\theta'}{\theta'^2}=\frac1{\theta_0}-\frac1\theta=-k_2t\;\Rightarrow\;\theta_2=\frac{\theta_0}{1+k_2\theta_0t}.$$

Half coverage at $t_h$ requires $e^{-k_1t_h}=1/2$ and $1+k_2\theta_0t_h=2$. Hence

$$k_1=\frac{\ln2}{t_h},\qquad k_2=\frac1{\theta_0t_h}.$$

The first has the unit 1/s and the second 1/(ML s), so their numerical values cannot be compared directly. Inserting them and dividing by $\theta_0$ gives the gap

$$D(x)=\frac{\theta_1-\theta_2}{\theta_0}=2^{-x}-\frac1{1+x}.$$

Temperature, initial coverage and rate constants have dropped out. They set the scales of the axes but not the shape of the gap.

**(b) Which curve is higher before $t_h$, and which after it?**

*Answer.* $D$ is positive when $2^{-x}>1/(1+x)$, that is, when $1+x>2^x$. The logarithm is an increasing function, so $D$ has the same sign as

$$h(x)=\ln(1+x)-x\ln2 .$$

Here $h(0)=h(1)=0$ and $h''(x)=-1/(1+x)^2<0$. A strictly concave function lies above the chord joining two of its points, so $h>0$ for $0<x<1$. For $x>1$ it must be negative: if $h(x)$ were zero or positive there, the chord from $0$ to $x$ would be nowhere negative, and concavity would force $h(1)>0$, which is false.

The first-order curve is therefore higher before $t_h$ and lower after it. The slopes agree with this. The ratio of the second-order to the first-order loss rate is

$$\frac{k_2\theta_0^2}{k_1\theta_0}=\frac1{\ln2}=1.44\ \text{at the start},\qquad \frac{k_2(\theta_0/2)^2}{k_1\theta_0/2}=\frac1{2\ln2}=0.72\ \text{at half coverage}.$$

The second-order decay starts faster, but it slows more strongly as partners become scarce.

**(c) Show that between the two matching points the curves differ by at most about $0.044\,\theta_0$, and find when this happens.**

*Answer.* The derivative is

$$D'(x)=-\ln2\;2^{-x}+\frac1{(1+x)^2}.$$

It is positive when $2^x>\ln2\,(1+x)^2$. Taking logarithms, this is the condition $g(x)<0$, with

$$g(x)=\ln(\ln2)+2\ln(1+x)-x\ln2 .$$

At the ends, $g(0)=\ln(\ln2)=-0.367$ and $g(1)=\ln(\ln2)+\ln2=0.327$. Between them $g'(x)=2/(1+x)-\ln2\ge1-\ln2>0$, so $g$ rises through zero once. $D$ accordingly rises, reaches a single maximum and falls back to zero.

To locate the maximum, put $y=1+x$ in $2^x=\ln2\,(1+x)^2$:

$$2^{y-1}=y^2\ln2\;\Rightarrow\;2^y=2y^2\ln2\;\Rightarrow\;2^{y/2}=y\sqrt{2\ln2}.$$

The positive root is taken because $y>0$. Now let $w=-\tfrac12y\ln2$, so that $e^w=2^{-y/2}$. Then

$$we^w=-\frac{y\ln2}{2}\,\frac1{y\sqrt{2\ln2}}=-\sqrt{\frac{\ln2}{8}}=-0.29435 .$$

The Lambert function $W$ is defined as the inverse of $we^w$. For this argument it has two real values, $-0.47182$ and $-1.82402$. Since $y=-2w/\ln2$, the first gives

$$y=\frac{2(0.47182)}{0.69315}=1.361,\qquad x=0.361 .$$

The second gives a point beyond $x=1$, needed in part (d). A reader without the Lambert function can find the first root by repeatedly halving the interval in which $g$ changes sign.

At a stationary point $2^{-x}=1/(y^2\ln2)$, so

$$D=\frac1{y^2\ln2}-\frac1y=0.0439 .$$

The largest gap is thus about $0.044\,\theta_0$, at $0.36\,t_h$. It is a difference of coverages at equal time, relative to the initial coverage and not to the coverage remaining at that moment.

**(d) Does the bound still hold if the measurement continues past half coverage?**

*Answer.* No. Since $g''(x)=-2/(1+x)^2<0$, $g$ has at most two zeros. It is positive at $x=1$ and tends to $-\infty$ at large $x$, where the linear term wins over the logarithm, so the second zero lies beyond $x=1$. There $D'$ changes from negative to positive, and $D$ has its minimum. The second Lambert value gives

$$y=\frac{2(1.82402)}{0.69315}=5.263,\qquad x=4.263,\qquad D=-0.138 .$$

The late gap is about three times the early one and has the opposite sign. At still longer times $D$ returns to zero because both coverages vanish, but their ratio does not approach one: $\theta_2/\theta_1=2^x/(1+x)$ grows without limit.

**(e) Evaluate the result for hydrogen on Si(100) at 750 K, starting from 0.80 ML. Take a first-order rate with prefactor $10^{15}$ 1/s and barrier $E=2.5$ eV, and a lattice constant $a=0.543$ nm.**

*Answer.* With $k_BT=0.06463$ eV,

$$k_1=10^{15}\,e^{-2.5/0.06463}=0.0159\ \text{1/s},\qquad t_h=\frac{\ln2}{k_1}=43.7\ \text{s}.$$

The matched second-order rival has

$$k_2=\frac1{(0.80)(43.66)}=0.0286\ \text{1/(ML s)} .$$

An ideal Si(100) surface has two atoms per area $a^2$, so one monolayer is $N=2/a^2=6.78\times10^{14}$ 1/cm$^2$. With the areal density $n=N\theta$, the second-order law becomes $dn/dt=-(k_2/N)n^2$, where $k_2/N=4.2\times10^{-17}$ cm$^2$/s.

| $t$ (s) | first (ML) | second (ML) | gap (ML) |
|---:|---:|---:|---:|
| 0 | 0.8000 | 0.8000 | 0 |
| 15.8 | 0.6227 | 0.5876 | 0.0351 |
| 32.7 | 0.4757 | 0.4571 | 0.0185 |
| 43.7 | 0.4000 | 0.4000 | 0 |
| 87.3 | 0.2000 | 0.2667 | −0.0667 |
| 186.1 | 0.0417 | 0.1520 | −0.1103 |

The rows are evaluated at $x=0$, 0.3614, 0.75, 1, 2 and 4.263, and the times are rounded. The four decimals serve to compare two ideal curves; they are not a claim about a real surface. Down to half coverage, and with $\theta_0$ and $t_h$ known exactly, a single reading tells the orders apart reliably only if its error is well below 0.035 ML. In practice the rate constant is fitted, which makes the demand stricter: with $k_2$ free, a second-order curve can stay within 0.020 ML of the first-order one over this range, and within 0.017 ML if $\theta_0$ is fitted too. Averaging many readings reduces random errors, but not a systematic one. A second run from another starting coverage also helps: the half-time stays the same for first order but varies as $1/\theta_0$ for second order. After 186 s the matched rivals predict 0.04 and 0.15 ML, a much plainer difference. Even a second-order curve refitted over the whole run to 186 s misses the first-order one somewhere by at least 0.08 ML, or 0.07 ML with $\theta_0$ free.

**(f) Suppose that desorption needs two hydrogen atoms on one silicon dimer, that the temperature drifts, or that some H$_2$ returns. How far do these effects disturb the comparison?**

*Answer.* *Pairing.* Let $e$, $s$ and $d$ be the fractions of dimers with zero, one and two hydrogen atoms, so that $e+s+d=1$ and $d+s/2=\theta$. If two atoms on one dimer gain an energy $\varepsilon$, the equilibrium weights are $1$ for an empty dimer, $\lambda$ for each of the two singly occupied states, and $\beta\lambda^2$ for a full one. Here $\lambda$ is the weight for adding one atom and $\beta=e^{\varepsilon/k_BT}$. Eliminating $\lambda$ gives $4de=\beta s^2$. Substituting $d=\theta-s/2$ and $e=1-\theta-s/2$,

$$(\beta-1)s^2+2s-4\theta(1-\theta)=0,$$

$$s=\frac{4\theta(1-\theta)}{1+\sqrt{1+4(\beta-1)\theta(1-\theta)}} .$$

If hopping restores this equilibrium much faster than hydrogen desorbs, the rate law is $d\theta/dt=-k_1d$. Without pairing energy, $\beta=1$, so $s=2\theta(1-\theta)$ and $d=\theta^2$: second order. For $\beta\to\infty$ at fixed $\theta$, $s\to0$ and $d\to\theta$: first order.

A rough value $\varepsilon=0.25$ eV gives $\beta=48$ at 750 K. Numerical integration from 0.80 ML then gives a half-time of 49.1 s instead of 43.7 s. With time rescaled to this new half-time, the curve falls below the ideal first-order one by at most $0.0065\,\theta_0$ before half coverage. At $x=4.263$ it lies $0.029\,\theta_0$ above it. Because pairing is incomplete, some atoms sit alone on their dimers and, in this model, cannot desorb until they find a partner. This bends the decay from first order towards second order. For a start at 0.80 ML the shift is much less than the full difference. The early shift stays between $0.006$ and $0.008\,\theta_0$ for starts from 0.4 ML up to a full monolayer, but it grows when the starting coverage is low: from 0.10 ML it is $0.012\,\theta_0$ early and $0.060\,\theta_0$ at $x=4.263$, and the half-time lengthens to 73 s. A half-time that changes with $\theta_0$ therefore does not by itself prove second order. At very low coverage, $4(\beta-1)\theta\ll1$, one finds $s\approx2\theta$ and $d\approx\beta\theta^2$, so this model becomes second order even with strong pairing; for $\beta=48$ this needs $\theta$ well below 0.005 ML. The model is a simplification: on real Si(100), hydrogen can also leave as two atoms from neighbouring dimers. If dimers were filled independently, the chance of finding both of two given sites on different dimers occupied would be $\theta^2$, whatever the value of $\varepsilon$. The estimate above does not cover that path.

*Drift.* A constant temperature error changes $t_h$ but is removed by the matching. A drift is not. The fractional change of rate is $E/(k_BT^2)=5.2\,\%$ per kelvin. For a temperature falling linearly with time, numerical integration of the first-order rate, again matched at half coverage, gives a curve below the isothermal one by up to $0.0033\,\theta_0$ for a fall of 1 K per half-life. If the same drift continues to $x=4.263$, the curve there is $0.014\,\theta_0$ too high. A fall of 13.5 K during the first half-life would produce an early gap as large as the one between the two orders; a steady fall of only about 8 K per half-life would reproduce the gap at $x=4.263$.

*Readsorption.* For H$_2$ at $p=10^{-9}$ Torr and $T_g=300$ K, the flux is $p/\sqrt{2\pi mk_BT_g}=1.43\times10^{12}$ molecules/(cm$^2$ s), where $m$ is the molecular mass. With an assumed sticking probability of $10^{-4}$ and two atoms per molecule, the coverage regained in one half-time is

$$\frac{2(10^{-4})(1.43\times10^{12})(43.66)}{6.78\times10^{14}}=1.8\times10^{-5}\ \text{ML},$$

which is negligible here.

The prefactor, barrier and pairing energy are rough typical values for hydrogen on Si(100). Errors in the first two shift $t_h$, but not the fraction 0.044. Dihydride is left out: the model allows at most one hydrogen atom on each surface silicon atom. Steps and defects with different desorption rates are also left out, and their effect is not estimated here. During growth from silane, the gas supplies hydrogen continuously; the decay laws then need a source term, and the bound no longer applies. For a vacuum anneal with these parameters, following the decay over several half-lives separates the two ideal orders better than stopping at half coverage, provided that drift and pairing are allowed for in the late readings. They take a larger share of the late gap than of the early one: 21 % against 15 % for pairing, and 10 % against 7 % for a drift of 1 K per half-life.

Numerical values quoted here were computed with a short program.
